# Powder-averaged perturbation factor for a spin-5/2 probe in an axial field gradient: a program that tests the result

```python
"""Powder-averaged rank-2 perturbation factor of a gamma-gamma angular correlation.

Result under test, for intermediate nuclear spin I = 5/2 in a static axial
electric field gradient Vzz with isotropically distributed axes:
  G22(t) = 1/5 + 13/35 cos(w0 t) + 2/7 cos(2 w0 t) + 1/7 cos(3 w0 t)
  w0 = (3 pi/10) nuQ,  nuQ = e Q Vzz / h,  Q = nuclear quadrupole moment.
W(theta,t) is the coincidence rate relative to an isotropic one, A_kk its
Legendre coefficients at t = 0, eta the asymmetry of the field gradient.
The phase x = w0 t is dimensionless; energies are in units of hbar w0.
"""
from fractions import Fraction
from math import factorial
import numpy as np
from scipy.constants import h, hbar, e, k as k_boltzmann
from scipy.linalg import expm
from scipy.spatial.transform import Rotation
from scipy.special import eval_legendre, lpmv
from sympy import Rational, simplify
from sympy.physics.wigner import clebsch_gordan, wigner_3j

# ---------- spin-5/2 operators, basis m = 5/2 ... -5/2 ----------
m_values = np.arange(5, -6, -2) / 2
Iz = np.diag(m_values).astype(complex)
lower_m = m_values[1:]
Iplus = np.diag(np.sqrt(35 / 4 - lower_m * (lower_m + 1)), 1).astype(complex)
Iminus = Iplus.conj().T
Ix, Iy = (Iplus + Iminus) / 2, (Iplus - Iminus) / 2j
spin = np.array([Ix, Iy, Iz])
I_squared = 35 / 4 * np.eye(6)


def claimed_G22(x):
    return 1/5 + 13/35*np.cos(x) + 2/7*np.cos(2*x) + 1/7*np.cos(3*x)


def cg(two_j1, two_m1, two_j2, two_m2, two_j, two_m):
    """Clebsch-Gordan coefficient; all arguments are doubled."""
    j1, m1, j2, m2, j, m = [Rational(int(v), 2) for v in
                            (two_j1, two_m1, two_j2, two_m2, two_j, two_m)]
    return float(clebsch_gordan(j1, j2, j, m1, m2, m))


# ---------- level spacing from an explicit charge distribution ----------
# One charged particle with l = 2, s = 1/2 coupled to 5/2 in the gradient.
nodes, node_weights = np.polynomial.legendre.leggauss(12)


def orbital_quadrupole(mu):
    density = lpmv(abs(mu), 2, nodes) ** 2
    return (np.sum(node_weights * density * (3 * nodes**2 - 1))
            / np.sum(node_weights * density))


quadrupole_of_m = []
for two_m in range(5, -6, -2):
    total = 0.0
    for two_s in (1, -1):
        two_mu = two_m - two_s
        if abs(two_mu) <= 4:
            total += (cg(4, two_mu, 1, two_s, 5, two_m) ** 2
                      * orbital_quadrupole(two_mu // 2))
    quadrupole_of_m.append(total)
level_energy = np.array(quadrupole_of_m) / quadrupole_of_m[0] / 4  # in h nuQ
gap_low = level_energy[1] - level_energy[2]
gap_high = level_energy[0] - level_energy[1]
assert np.allclose(level_energy, (3 * m_values**2 - 35/4) / 40, atol=1e-12)
assert abs(2 * np.pi * gap_low - 3 * np.pi / 10) < 1e-12
assert abs(gap_high / gap_low - 2) < 1e-11

# ---------- amplitudes from exact 3j symbols ----------


def amplitudes_3j(rank):
    result = [Rational(0)] * 4
    for a in range(-5, 6, 2):
        for b in range(-5, 6, 2):
            if abs(a - b) // 2 > rank:
                continue
            symbol = wigner_3j(Rational(5, 2), Rational(5, 2), rank,
                               Rational(b, 2), Rational(-a, 2),
                               Rational(a - b, 2))
            result[abs(a * a - b * b) // 8] += simplify(symbol**2)
    return result


exact_amplitudes = amplitudes_3j(2)
assert exact_amplitudes == [Rational(1, 5), Rational(13, 35),
                            Rational(2, 7), Rational(1, 7)]
rank4_amplitudes = np.array([float(v) for v in amplitudes_3j(4)])

# ---------- amplitudes from ladder operators ----------
T1 = Iz @ Iplus + Iplus @ Iz
T2 = Iplus @ Iplus
T0 = 3 * Iz @ Iz - I_squared
tensor_basis = [T / np.linalg.norm(T)
                for T in (T0, T1, T1.conj().T, T2, T2.conj().T)]
harmonic = np.rint(np.abs(m_values[:, None]**2
                          - m_values[None, :]**2) / 2).astype(int)
ladder_parts = np.zeros((3, 4))  # row |N|, column harmonic of w0
for T, order in zip(tensor_basis, (0, 1, 1, 2, 2)):
    for n in range(4):
        ladder_parts[order, n] += np.sum(np.abs(T[harmonic == n])**2) / 5
assert np.allclose(ladder_parts.sum(axis=0),
                   [float(v) for v in exact_amplitudes], atol=1e-13)

# ---------- photon cascade 7/2 -> 5/2 -> 1/2 from its definition ----------


def populations_after_first_photon(mixing):
    """First photon along z, dipole plus quadrupole with amplitude ratio."""
    pop = []
    for two_m in range(5, -6, -2):
        rate = 0.0
        for s in (1, -1):
            dipole = cg(5, two_m, 2, 2 * s, 7, two_m + 2 * s)
            quadrupole = cg(5, two_m, 4, 2 * s, 7, two_m + 2 * s)
            rate += (s * np.sqrt(3) * dipole
                     + mixing * np.sqrt(5) * quadrupole) ** 2
        pop.append(rate)
    return np.array(pop) / np.sum(pop)


second_rate = []
for two_m in range(5, -6, -2):
    second_rate.append(sum(cg(1, two_m - 2 * s, 4, 2 * s, 5, two_m) ** 2
                           for s in (1, -1) if abs(two_m - 2 * s) == 1))
second_rate = np.array(second_rate) / np.mean(second_rate)
# The same detector with its rank-4 sensitivity removed.
rank2_shape = 3 * m_values**2 - 35 / 4
second_rate_rank2 = 1 + rank2_shape * (
    np.sum(rank2_shape * second_rate) / np.sum(rank2_shape**2))


def detector(theta, rates=second_rate):
    turn = expm(-1j * theta * Iy)
    return turn @ np.diag(rates) @ turn.conj().T


def hamiltonian(frames, eta):
    Ia, Ib, Ic = [np.einsum('fi,ijk->fjk', frames[:, :, j], spin)
                  for j in range(3)]
    return (3 * Ic @ Ic - I_squared + eta * (Ia @ Ia - Ib @ Ib)) / 6


def correlation(pop, theta, frames, weights, x, eta=0.0, rates=second_rate):
    energy, vec = np.linalg.eigh(hamiltonian(frames, eta))
    dagger = vec.conj().transpose(0, 2, 1)
    rho = dagger @ np.diag(pop) @ vec
    det = dagger @ detector(theta, rates) @ vec
    product = weights[:, None, None] * rho * det.transpose(0, 2, 1)
    gaps = energy[:, :, None] - energy[:, None, :]
    return np.array([np.sum(product * np.exp(-1j * gaps * xi)).real
                     for xi in x])


def powder(n_gamma):
    """Quadrature over all orientations, exact for the ranks that occur."""
    beta_cos, beta_w = np.polynomial.legendre.leggauss(6)
    angles, weights = [], []
    for cb, w in zip(beta_cos, beta_w):
        for alpha in 2 * np.pi * np.arange(12) / 12:
            for gamma in 2 * np.pi * np.arange(n_gamma) / n_gamma:
                angles.append([alpha, np.arccos(cb), gamma])
                weights.append(w / 2 / 12 / n_gamma)
    return Rotation.from_euler('ZYZ', angles).as_matrix(), np.array(weights)


def legendre_coefficient(pop, rank):
    w_theta = np.array([np.trace(detector(np.arccos(c)) @ np.diag(pop)).real
                        for c in nodes])
    return ((2 * rank + 1) / 2
            * np.sum(node_weights * w_theta * eval_legendre(rank, nodes)))


def ratio_R(pop, frames, weights, x, eta=0.0, rates=second_rate):
    w180 = correlation(pop, np.pi, frames, weights, x, eta, rates)
    w90 = correlation(pop, np.pi / 2, frames, weights, x, eta, rates)
    return 2 * (w180 - w90) / (w180 + 2 * w90)


axial_frames, axial_weights = powder(1)
x_test = np.linspace(0, 9.7, 41)
pop_dipole = populations_after_first_photon(0.0)
A22_dipole = legendre_coefficient(pop_dipole, 2)
assert abs(legendre_coefficient(pop_dipole, 4)) < 1e-12
for theta in (0.3, 1.2, 2.9):
    simulated = correlation(pop_dipole, theta, axial_frames,
                            axial_weights, x_test)
    predicted = 1 + A22_dipole * claimed_G22(x_test) * eval_legendre(
        2, np.cos(theta))
    assert np.allclose(simulated, predicted, atol=1e-11)
R_dipole = ratio_R(pop_dipole, axial_frames, axial_weights, x_test)
assert np.allclose(R_dipole / A22_dipole, claimed_G22(x_test), atol=1e-10)
powder_error = np.max(np.abs(R_dipole / A22_dipole - claimed_G22(x_test)))

# ---------- mixed first transition: ranks 2 and 4 stay separate ----------
mixing_size = 0.15
mixing = max((mixing_size, -mixing_size), key=lambda d: abs(
    legendre_coefficient(populations_after_first_photon(d), 2)))
pop_mixed = populations_after_first_photon(mixing)
A22 = legendre_coefficient(pop_mixed, 2)
A44 = legendre_coefficient(pop_mixed, 4)
G44 = sum(rank4_amplitudes[n] * np.cos(n * x_test) for n in range(4))
for theta in (0.4, 1.1, 2.5):
    simulated = correlation(pop_mixed, theta, axial_frames,
                            axial_weights, x_test)
    predicted = (1 + A22 * claimed_G22(x_test) * eval_legendre(
        2, np.cos(theta)) + A44 * G44 * eval_legendre(4, np.cos(theta)))
    assert np.allclose(simulated, predicted, atol=1e-11)

# ---------- trace formula, also for a non-axial gradient ----------


def trace_G22(x, eta):
    energy, vec = np.linalg.eigh(hamiltonian(np.eye(3)[None], eta)[0])
    strength = sum(np.abs(vec.conj().T @ T @ vec)**2
                   for T in tensor_basis) / 5
    gaps = energy[:, None] - energy[None, :]
    return np.array([np.sum(strength * np.cos(gaps * xi)) for xi in x]), energy


eta_example = 0.1
full_frames, full_weights = powder(12)
x_few = np.array([0.7, 2.1, 5.3, 11.0])
for eta in (eta_example, 0.6):
    R_eta = ratio_R(pop_dipole, full_frames, full_weights, x_few, eta)
    assert np.allclose(R_eta / A22_dipole, trace_G22(x_few, eta)[0],
                       atol=1e-10)

# ---------- deepest minimum from the cubic polynomial in cos(x) ----------
cos_min = np.max(np.roots([60, 40, -2]).real)
G_min = (20 * cos_min**3 + 20 * cos_min**2 - 2 * cos_min - 3) / 35
x_min = np.arccos(cos_min)
x_fine = np.linspace(0, np.pi, 20001)
assert abs(np.min(claimed_G22(x_fine)) - G_min) < 1e-7  # grid spacing squared
assert abs(x_fine[np.argmin(claimed_G22(x_fine))] - x_min) < 2e-4

# ---------- worked example: rough typical values ----------
nuQ = 200e6             # Hz
Q_moment = 0.8e-28      # m^2
lifetime = 120e-9       # s
window = 100e-9         # s
temperature = 300.0     # K
Vzz = h * nuQ / (e * Q_moment)
w0 = 2 * np.pi * gap_low * nuQ
period = 2 * np.pi / w0
t_grid = np.linspace(0, window, 401)
x_grid = w0 * t_grid
G_grid = claimed_G22(x_grid)
cosines = np.array([np.cos(n * x_grid) for n in range(4)]).T

# ---------- single crystal: pairs along <111>, detectors along <100> ----------
# Here the gradient also turns rank-2 alignment into rank-4 alignment, which
# a quadrupole second photon detects.
diagonals = np.array([[1, 1, 1], [1, -1, 1], [-1, 1, 1], [-1, -1, 1]])
crystal_frames = Rotation.from_euler('ZYZ', [
    [np.arctan2(v[1], v[0]), np.arccos(1 / np.sqrt(3)), 0.0]
    for v in diagonals]).as_matrix()
crystal_weights = np.full(4, 0.25)


def crystal_fit(rates):
    curve = ratio_R(pop_dipole, crystal_frames, crystal_weights,
                    x_grid, rates=rates) / A22_dipole
    fitted = np.linalg.lstsq(cosines, curve, rcond=None)[0]
    assert np.allclose(cosines @ fitted, curve, atol=1e-10)
    return fitted


def tensor_3j(rank, order):
    """Normalised spherical tensor operator from 3j symbols."""
    T = np.zeros((6, 6))
    for i, a in enumerate(range(5, -6, -2)):
        for j, b in enumerate(range(5, -6, -2)):
            if a - b == 2 * order:
                T[i, j] = ((-1)**((5 - a) // 2) * np.sqrt(2 * rank + 1)
                           * float(wigner_3j(Rational(5, 2), rank,
                                             Rational(5, 2), Rational(-a, 2),
                                             order, Rational(b, 2))))
    return T


def direction_factor(rank, order):
    """Normalised spherical harmonic at the angle between [001] and [111]."""
    return (np.sqrt(factorial(rank - order) / factorial(rank + order))
            * lpmv(order, rank, 1 / np.sqrt(3)))


def crystal_formula(seen_rank):
    """Amplitudes from rank 2 created and seen_rank detected."""
    created = np.sum(np.diag(tensor_3j(2, 0)) * pop_dipole)
    seen = np.sum(np.diag(tensor_3j(seen_rank, 0)) * second_rate)
    result = np.zeros(4)
    for order in range(3):
        overlap = tensor_3j(2, order) * tensor_3j(seen_rank, order)
        factor = ((1 if order == 0 else 2) * direction_factor(2, order)
                  * direction_factor(seen_rank, order))
        for n in range(4):
            result[n] += factor * np.sum(overlap[harmonic == n])
    return created * seen * result / A22_dipole


crystal_rank2 = crystal_fit(second_rate_rank2)
crystal_real = crystal_fit(second_rate)
transfer = crystal_formula(4)
assert np.allclose(crystal_rank2, [0, 17/42, 10/21, 5/42], atol=1e-9)
assert np.allclose(crystal_real, crystal_formula(2) + transfer, atol=1e-9)
assert np.max(np.abs(transfer)) > 1e-3
R_crystal = ratio_R(pop_mixed, crystal_frames, crystal_weights, x_grid)
crystal_change = np.max(np.abs(R_crystal / A22 - G_grid))

# asymmetry of the gradient
G_eta, energy_eta = trace_G22(x_grid, eta_example)
doublets = np.sort(energy_eta)[::2]
eta_change = np.max(np.abs(G_eta - G_grid))

# Gaussian spread of the gradient and Gaussian time resolution
gauss_x, gauss_w = np.polynomial.hermite_e.hermegauss(40)
gauss_w = gauss_w / np.sum(gauss_w)
spread = 0.01
resolution_fwhm = 1e-9
sigma_t = resolution_fwhm / (2 * np.sqrt(2 * np.log(2)))
G_spread = sum(w * claimed_G22(x_grid * (1 + spread * g))
               for g, w in zip(gauss_x, gauss_w))
G_resolved = sum(w * claimed_G22(x_grid + w0 * sigma_t * g)
                 for g, w in zip(gauss_x, gauss_w))
amps = np.array([float(v) for v in exact_amplitudes])
orders = np.arange(4)
damp_spread = np.exp(-(np.outer(x_grid, orders) * spread)**2 / 2)
damp_time = np.exp(-(orders * w0 * sigma_t)**2 / 2)
assert np.allclose(G_spread, (cosines * damp_spread) @ amps, atol=1e-10)
assert np.allclose(G_resolved, (cosines * damp_time) @ amps, atol=1e-10)

# rank-4 correlation, solid angle, unpaired probes, thermal polarisation
R_mixed = ratio_R(pop_mixed, axial_frames, axial_weights, x_grid)
rank4_change = np.max(np.abs(R_mixed / A22 - G_grid))
half_angle = np.radians(20)
cap_cos = np.cos(half_angle)
cap_nodes = (1 + cap_cos) / 2 + (1 - cap_cos) / 2 * nodes
cap_mean_P2 = np.sum(node_weights * eval_legendre(2, cap_nodes)) / 2
assert abs(cap_mean_P2 - cap_cos * (1 + cap_cos) / 2) < 1e-12
paired = 0.5
G_min_half = paired * G_min + (1 - paired)
thermal_ratio = 3 * hbar * w0 / (k_boltzmann * temperature)


def frac(value):
    return str(Fraction(float(value)).limit_denominator(100))


def decimals(values):
    return " ".join(f"{v + 0.0:.4f}" for v in np.round(values, 4))


print("amplitudes, exact 3j:", *exact_amplitudes)
print("squared elements, N=1:",
      *np.rint(np.abs(np.diag(T1, 1))**2).astype(int))
print("squared elements, N=2:",
      *np.rint(np.abs(np.diag(T2, 2))**2).astype(int))
for order in range(3):
    print(f"|N|={order} parts at 0,1,2,3 w0:",
          *[frac(v) for v in ladder_parts[order]])
print("levels m=5/2,3/2,1/2 (h nuQ):", decimals(level_energy[:3]))
print(f"largest powder simulation error in G22: {powder_error:.1e}")
print(f"A22 for pure dipole first photon: {A22_dipole:.4f}")
print(f"input nuQ: {nuQ/1e6:.0f} MHz")
print(f"input Q: {Q_moment/1e-28:.1f} b")
print(f"input level lifetime: {lifetime*1e9:.0f} ns")
print(f"input quadrupole/dipole amplitude ratio: {mixing_size:.2f}")
print(f"Vzz: {Vzz/1e20:.1f} V/angstrom^2 = {Vzz:.3e} V/m^2")
print(f"w0: {w0/1e6:.1f} Mrad/s")
print(f"period 2 pi/w0: {period*1e9:.2f} ns")
print(f"A22 with mixing: {A22:.4f}")
print(f"A44 with mixing: {A44:.5f}")
for t_ns in (0, 5, 10, 20, 30):
    print(f"G22 at {t_ns} ns: {claimed_G22(w0*t_ns*1e-9):.4f}")
print(f"G22 at half period: {claimed_G22(np.pi):.4f}")
print(f"cos(w0 t) at minimum: {cos_min:.4f}")
print(f"deepest minimum G22: {G_min:.4f} at {x_min/w0*1e9:.2f} ns")
print(f"A22*G22 at minimum: {A22*G_min:.4f}")
print(f"window for sizes below: {window*1e9:.0f} ns")
print(f"level survival at window end: {np.exp(-window/lifetime):.3f}")
print("crystal amplitudes, rank-2 detector:",
      *[frac(v) for v in crystal_rank2])
print("crystal amplitudes, real detector:", decimals(crystal_real))
print("part from rank 2 to 4 transfer:", decimals(transfer))
print(f"crystal, mixed cascade: max change of R/A22: {crystal_change:.3f}")
print(f"eta input: {eta_example:.1f}")
print(f"eta: lowest frequency / w0: {doublets[1]-doublets[0]:.4f}")
print(f"eta: second frequency / w0: {doublets[2]-doublets[1]:.4f}")
print(f"eta: max change of G22: {eta_change:.3f}")
print(f"gradient spread input (std dev): {spread*100:.0f} %")
print("spread damping at window end, 1,2,3 w0:",
      decimals(damp_spread[-1, 1:]))
print(f"spread: max change of G22: {np.max(np.abs(G_spread-G_grid)):.3f}")
print(f"time resolution input (FWHM): {resolution_fwhm*1e9:.0f} ns")
print("resolution damping, 1,2,3 w0:", decimals(damp_time[1:]))
print(f"resolution: max change: {np.max(np.abs(G_resolved-G_grid)):.3f}")
print(f"rank 4 in powder: max change of R/A22: {rank4_change:.4f}")
print(f"detector half-angle input: {np.degrees(half_angle):.0f} deg")
print(f"solid-angle factor on A22, two detectors: {cap_mean_P2**2:.3f}")
print(f"paired fraction input: {paired:.1f}")
print(f"minimum of G22 with unpaired probes: {G_min_half:.3f}")
print(f"temperature input: {temperature:.0f} K")
print(f"largest level splitting / kT: {thermal_ratio:.1e}")
print("success")
```

Output:

```
amplitudes, exact 3j: 1/5 13/35 2/7 1/7
squared elements, N=1: 80 32 0 32 80
squared elements, N=2: 40 72 72 40
|N|=0 parts at 0,1,2,3 w0: 1/5 0 0 0
|N|=1 parts at 0,1,2,3 w0: 0 4/35 2/7 0
|N|=2 parts at 0,1,2,3 w0: 0 9/35 0 1/7
levels m=5/2,3/2,1/2 (h nuQ): 0.2500 -0.0500 -0.2000
largest powder simulation error in G22: 1.6e-14
A22 for pure dipole first photon: -0.0714
input nuQ: 200 MHz
input Q: 0.8 b
input level lifetime: 120 ns
input quadrupole/dipole amplitude ratio: 0.15
Vzz: 103.4 V/angstrom^2 = 1.034e+22 V/m^2
w0: 188.5 Mrad/s
period 2 pi/w0: 33.33 ns
A22 with mixing: -0.1826
A44 with mixing: -0.00160
G22 at 0 ns: 1.0000
G22 at 5 ns: 0.1942
G22 at 10 ns: -0.0304
G22 at 20 ns: 0.0319
G22 at 30 ns: 0.5446
G22 at half period: -0.0286
cos(w0 t) at minimum: 0.0467
deepest minimum G22: -0.0871 at 8.09 ns
A22*G22 at minimum: 0.0159
window for sizes below: 100 ns
level survival at window end: 0.435
crystal amplitudes, rank-2 detector: 0 17/42 10/21 5/42
crystal amplitudes, real detector: 0.0000 0.3519 0.3704 0.2778
part from rank 2 to 4 transfer: 0.0000 -0.0529 -0.1058 0.1587
crystal, mixed cascade: max change of R/A22: 0.395
eta input: 0.1
eta: lowest frequency / w0: 1.0109
eta: second frequency / w0: 1.9960
eta: max change of G22: 0.085
gradient spread input (std dev): 1 %
spread damping at window end, 1,2,3 w0: 0.9824 0.9314 0.8522
spread: max change of G22: 0.047
time resolution input (FWHM): 1 ns
resolution damping, 1,2,3 w0: 0.9968 0.9873 0.9716
resolution: max change: 0.009
rank 4 in powder: max change of R/A22: 0.0046
detector half-angle input: 20 deg
solid-angle factor on A22, two detectors: 0.831
paired fraction input: 0.5
minimum of G22 with unpaired probes: 0.456
temperature input: 300 K
largest level splitting / kT: 1.4e-05
success
```
